# Ewald Energy from Gaussian Ionic Charges in Periodic Cells: a numerical check

```python
"""
Result under test: the electrostatic energy per cell of electrons plus ions is
  Hartree energy of (electron density - ionic Gaussians)  - Gaussian self energy
  + erfc overlap sum + integral of density times short-ranged remainder u,
and this equals the Ewald form and a direct real-space sum over neutral cells.

Symbols (Hartree atomic units):
  side, volume      cubic cell; Z, ions: ionic charges and positions
  v(r) = -Z erf(r/core)/r + height exp(-r^2/core^2): local potential of an ion
  radii             radii of the auxiliary ionic Gaussians exp(-r^2/radius^2)
  u(r) = v(r) + Z erf(r/radius)/r: short-ranged remainder
  alpha             integral of v(r) + Z/r over all space
  clouds            electrons: Gaussian clouds with number, width and centre
Electron charge is counted as positive in the total density.
"""
import itertools
import numpy as np
from scipy.special import erf, erfc
from scipy.integrate import quad
from scipy.constants import physical_constants

pi = np.pi
side = 8.0
volume = side**3
Z = np.array([3.0, 1.0])
ions = np.array([[2.0, 2.0, 2.0], [4.5, 3.0, 2.5]])
core = np.array([0.5, 0.6])
height = np.array([3.0, 1.0])
cloud_number = np.array([2.0, 2.0])
cloud_width = np.array([0.9, 1.2])
first_centre = np.array([2.2, 2.0, 2.1])
# the second centre is fixed by the condition of zero cell dipole
second_centre = (Z @ ions - cloud_number[0] * first_centre) / cloud_number[1]
clouds = np.array([first_centre, second_centre])
radii_sets = {"A": np.array([1.0, 0.8]), "B": np.array([1.4, 1.2])}
alpha = pi * Z * core**2 + height * pi**1.5 * core**3


def screened(d, c):
    """erf(d/c)/d with its finite limit at d = 0."""
    d = np.asarray(d, dtype=float)
    return np.where(d > 1e-9, erf(d / c) / np.maximum(d, 1e-9),
                    2 / (np.sqrt(pi) * c))


def local_potential(d, i):
    return -Z[i] * screened(d, core[i]) + height[i] * np.exp(-(d / core[i])**2)


def cloud_ion(d, i, width):
    """Energy of a unit electron cloud in the local potential of ion i."""
    c2 = core[i]**2 + width**2
    return (-Z[i] * screened(d, np.sqrt(c2))
            + height[i] * (core[i]**2 / c2)**1.5 * np.exp(-d**2 / c2))


# ---------- building blocks against quadrature ----------
def gaussian(r, c):
    return np.exp(-(r / c)**2) / (pi**1.5 * c**3)


def average_over_gaussian(function, d, c):
    """Integral of function(distance) over a unit Gaussian at distance d."""
    x, wx = np.polynomial.legendre.leggauss(140)
    r, wr = 3.5 * c * (x + 1), 3.5 * c * wx
    dist = np.sqrt(np.maximum(r[:, None]**2 + d**2
                              + 2 * d * r[:, None] * x[None, :], 0))
    return 2 * pi * np.sum((wr * r**2 * gaussian(r, c))[:, None]
                           * wx[None, :] * function(dist))


c_test, r_test = 0.8, 1.1
inside = quad(lambda s: 4 * pi * s**2 * gaussian(s, c_test), 0, r_test)[0]
outside = quad(lambda s: 4 * pi * s * gaussian(s, c_test), r_test, 9)[0]
assert abs(inside / r_test + outside - erf(r_test / c_test) / r_test) < 1e-9

pair_quad = average_over_gaussian(lambda s: screened(s, 1.0), 1.5, 0.8)
pair_formula = float(screened(1.5, np.hypot(1.0, 0.8)))
assert abs(pair_quad - pair_formula) < 1e-8

self_quad = 0.5 * quad(lambda s: 4 * pi * s**2 * gaussian(s, c_test)
                       * float(screened(s, c_test)), 0, 9)[0]
assert abs(self_quad - 1 / (np.sqrt(2 * pi) * c_test)) < 1e-8

for i in range(2):
    for width in cloud_width:
        value = average_over_gaussian(lambda s: local_potential(s, i), 0.7, width)
        assert abs(value - cloud_ion(0.7, i, width)) < 1e-7
    value = quad(lambda s: 4 * pi * (s**2 * float(local_potential(s, i))
                                     + Z[i] * s), 0, 8, limit=200)[0]
    assert abs(value - alpha[i]) < 1e-7

g_test, c_test = 1.7, 1.3
transform = 4 * pi / g_test * quad(lambda s: np.sin(g_test * s)
                                   * erfc(s / c_test), 0, 12)[0]
assert abs(transform - 4 * pi * (1 - np.exp(-(c_test * g_test)**2 / 4))
           / g_test**2) < 1e-7
assert abs(quad(lambda s: 4 * pi * s * erfc(s / c_test), 0, 12)[0]
           - pi * c_test**2) < 1e-7

# ---------- grid and reciprocal vectors ----------
points = 32
axis = np.arange(points) * side / points
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), axis=-1)
freq = 2 * pi / side * np.fft.fftfreq(points) * points
G = np.stack(np.meshgrid(freq, freq, freq, indexing="ij"), axis=-1)
G2 = np.sum(G**2, axis=-1)
nonzero = G2 > 1e-12
inverse_G2 = np.where(nonzero, 1 / np.where(nonzero, G2, 1), 0)
phase = [np.exp(-1j * (G @ position)) for position in ions]
images = side * np.array(list(itertools.product(range(-2, 3), repeat=3)))
near_images = side * np.array(list(itertools.product(range(-1, 2), repeat=3)))


def density_on_grid(centres):
    total = np.zeros((points,) * 3)
    for number, width, centre in zip(cloud_number, cloud_width, centres):
        lines = [sum(np.exp(-((axis - x - m * side) / width)**2)
                     for m in range(-2, 3)) / (np.sqrt(pi) * width)
                 for x in centre]
        total += number * np.einsum("i,j,k->ijk", *lines)
    return total


def hartree(rho_G):
    return 2 * pi * volume * np.sum(np.abs(rho_G)**2 * inverse_G2)


def erfc_sum(width_of_pair, vectors=images):
    """Half the sum of Z Z' erfc(d/width)/d without the self terms."""
    total = 0.0
    for i in range(2):
        for j in range(2):
            d = np.linalg.norm(ions[i] - ions[j] + vectors, axis=1)
            d = d[d > 1e-9]
            total += 0.5 * Z[i] * Z[j] * np.sum(erfc(d / width_of_pair(i, j)) / d)
    return total


def ionic_gaussians_G(radii):
    return sum(Z[i] * np.exp(-radii[i]**2 * G2 / 4) * phase[i]
               for i in range(2)) / volume


def remainder_field(radii):
    """Periodic sum of u on the real-space grid."""
    field = np.zeros((points,) * 3)
    for i in range(2):
        for shift in near_images:
            d = np.linalg.norm(grid - ions[i] - shift, axis=-1)
            field += local_potential(d, i) + Z[i] * screened(d, radii[i])
    return field


fields = {name: remainder_field(radii) for name, radii in radii_sets.items()}


def gaussian_form(density, name):
    """Hartree of total density, self energy, overlap, remainder."""
    radii = radii_sets[name]
    rho_G = np.fft.fftn(density) / points**3 - ionic_gaussians_G(radii)
    self_energy = np.sum(Z**2 / (np.sqrt(2 * pi) * radii))
    overlap = erfc_sum(lambda i, j: np.hypot(radii[i], radii[j]))
    remainder = np.sum(density * fields[name]) * volume / points**3
    return np.array([hartree(rho_G), -self_energy, overlap, remainder])


def ewald_ions(eta):
    structure = sum(Z[i] * phase[i] for i in range(2))
    reciprocal = 2 * pi / volume * np.sum(np.abs(structure)**2
                                          * np.exp(-G2 / (4 * eta)) * inverse_G2)
    return (erfc_sum(lambda i, j: 1 / np.sqrt(eta)) + reciprocal
            - np.sqrt(eta / pi) * np.sum(Z**2)
            - pi * Z.sum()**2 / (2 * eta * volume))


def ewald_form(density):
    """Electron Hartree, electron-ion for G not 0, alpha term, ion Ewald energy."""
    n_G = np.fft.fftn(density) / points**3
    potential = sum((-4 * pi * Z[i] * inverse_G2 + height[i] * pi**1.5 * core[i]**3)
                    * np.exp(-core[i]**2 * G2 / 4) * phase[i] for i in range(2))
    attraction = np.sum((np.conj(n_G) * potential).real[nonzero])
    electrons = n_G[0, 0, 0].real * volume
    return np.array([hartree(n_G), attraction,
                     electrons * alpha.sum() / volume, ewald_ions(1.0)])


# ---------- direct real-space sum over neutral cells ----------
largest = 32
one = np.arange(-largest, largest + 1)
cells = np.stack(np.meshgrid(one, one, one, indexing="ij"), axis=-1).reshape(-1, 3)
shell = np.max(np.abs(cells), axis=1)


def direct_sum(centres):
    """Cell-cell energies in growing cubes, and their extrapolated limit."""
    energy = np.zeros(len(cells))
    for a in range(2):
        for b in range(2):
            d = np.linalg.norm(centres[a] - centres[b] + side * cells, axis=1)
            energy += (0.5 * cloud_number[a] * cloud_number[b]
                       * screened(d, np.hypot(cloud_width[a], cloud_width[b])))
            d = np.linalg.norm(centres[a] - ions[b] + side * cells, axis=1)
            energy += cloud_number[a] * cloud_ion(d, b, cloud_width[a])
            d = np.linalg.norm(ions[a] - ions[b] + side * cells, axis=1)
            d = np.where(d > 1e-9, d, np.inf)
            energy += 0.5 * Z[a] * Z[b] / d
    sizes = np.array([8, 16, 32])
    partial = np.array([np.sum(energy[shell <= m]) for m in sizes])
    # cube truncation errors fall as even powers of the half-width
    x = (sizes + 0.5)**-2.0
    limit = np.linalg.solve(np.vander(x, 3, increasing=True), partial)[0]
    return partial, limit


density = density_on_grid(clouds)
electrons = density.sum() * volume / points**3
assert abs(electrons - Z.sum()) < 1e-10
terms = {name: gaussian_form(density, name) for name in radii_sets}
ewald_terms = ewald_form(density)
partial, direct = direct_sum(clouds)
for name in radii_sets:
    assert abs(terms[name].sum() - ewald_terms.sum()) < 1e-9
# tolerance set by the extrapolation of the finite cubes
assert abs(direct - ewald_terms.sum()) < 1e-6

# ionic part with unequal radii against the one-parameter Ewald energy
background = {}
for name, radii in radii_sets.items():
    background[name] = -pi * Z.sum() * np.sum(Z * radii**2) / volume
    ionic = (hartree(ionic_gaussians_G(radii)) + terms[name][1]
             + terms[name][2] + background[name])
    assert abs(ionic - ewald_ions(1.0)) < 1e-9
assert abs(ewald_ions(1.0) - ewald_ions(0.6)) < 1e-9

# average of the real-space remainder gives alpha term plus Ewald background
zero_part = {}
for name in radii_sets:
    zero_part[name] = electrons * fields[name].mean()
    assert abs(zero_part[name] - ewald_terms[2] - background[name]) < 1e-9

# cell with a dipole: the cube of cells keeps a surface term
shifted = clouds + np.array([[0, 0, 0], [0.5, 0.2, -0.3]])
dipole = Z @ ions - cloud_number @ shifted
dipole_ewald = ewald_form(density_on_grid(shifted)).sum()
dipole_gaussian = gaussian_form(density_on_grid(shifted), "A").sum()
dipole_direct = direct_sum(shifted)[1]
surface = 2 * pi * dipole @ dipole / (3 * volume)
assert abs(dipole_gaussian - dipole_ewald) < 1e-9
assert abs(dipole_direct - dipole_ewald - surface) < 1e-6

# charged cell: three electrons instead of four
charged = 0.75 * density
charged_ewald = ewald_form(charged).sum()
mismatch = {}
for name, radii in radii_sets.items():
    mismatch[name] = gaussian_form(charged, name).sum() - charged_ewald
    predicted = pi * (Z.sum() - 0.75 * electrons) * np.sum(Z * radii**2) / volume
    assert abs(mismatch[name] - predicted) < 1e-9

# ---------- output ----------
print(f"cell side {side:.1f} bohr, volume {volume:.1f} bohr^3")
for i in range(2):
    print(f"ion {i+1}: Z {Z[i]:.0f}, position {ions[i]} bohr")
    print(f"  core {core[i]:.1f} bohr, height {height[i]:.1f} hartree,"
          f" alpha {alpha[i]:.6f} hartree bohr^3")
for k in range(2):
    print(f"cloud {k+1}: electrons {cloud_number[k]:.0f},"
          f" width {cloud_width[k]:.1f} bohr, centre {np.round(clouds[k], 4)} bohr")
print(f"grid {points} points per side, electrons on grid {electrons:.8f}")
print(f"two unit Gaussians, radii 1.0 and 0.8, distance 1.5 bohr:"
      f" quadrature {pair_quad:.8f}, formula {pair_formula:.8f} hartree")
for name, radii in radii_sets.items():
    t = terms[name]
    print(f"Gaussian form, set {name}: radii {radii} bohr")
    print(f"  Hartree energy of total density {t[0]:.8f} hartree")
    print(f"  minus self energy {t[1]:.8f} hartree")
    print(f"  erfc overlap sum {t[2]:.8f} hartree")
    print(f"  short-ranged remainder {t[3]:.8f} hartree")
    print(f"  total {t.sum():.8f} hartree")
    print(f"  G=0 part of remainder {zero_part[name]:.8f} hartree")
    print(f"  Ewald background {background[name]:.8f} hartree")
    only_cell = erfc_sum(lambda i, j: np.hypot(radii[i], radii[j]), np.zeros((1, 3)))
    print(f"  overlap from periodic images {t[2] - only_cell:.3e} hartree")
print("Ewald form, eta 1.0 bohr^-2")
for label, value in zip(["electron Hartree energy", "electron-ion, G not 0",
                         "alpha term", "ion Ewald energy"], ewald_terms):
    print(f"  {label} {value:.8f} hartree")
print(f"  total {ewald_terms.sum():.8f} hartree")
hartree_eV = physical_constants["Hartree energy in eV"][0]
print(f"  total {ewald_terms.sum() * hartree_eV:.5f} eV")
for m, value in zip([8, 16, 32], partial):
    print(f"direct sum, cells up to index {m}: {value:.8f} hartree")
print(f"direct sum, extrapolated {direct:.8f} hartree")
print(f"dipole cell: cloud 2 centre {np.round(shifted[1], 4)} bohr,"
      f" dipole {np.linalg.norm(dipole):.6f} e bohr")
print(f"  Ewald form {dipole_ewald:.8f}, Gaussian form {dipole_gaussian:.8f} hartree")
print(f"  direct sum {dipole_direct:.8f}, surface term {surface:.8f} hartree")
print(f"three electrons: Ewald form {charged_ewald:.8f} hartree")
for name in radii_sets:
    print(f"  Gaussian minus Ewald form, set {name}: {mismatch[name]:.8f} hartree")
print("PASS")
```

Output:

```
cell side 8.0 bohr, volume 512.0 bohr^3
ion 1: Z 3, position [2. 2. 2.] bohr
  core 0.5 bohr, height 3.0 hartree, alpha 4.444317 hartree bohr^3
ion 2: Z 1, position [4.5 3.  2.5] bohr
  core 0.6 bohr, height 1.0 hartree, alpha 2.333732 hartree bohr^3
cloud 1: electrons 2, width 0.9 bohr, centre [2.2 2.  2.1] bohr
cloud 2: electrons 2, width 1.2 bohr, centre [3.05 2.5  2.15] bohr
grid 32 points per side, electrons on grid 4.00000000
two unit Gaussians, radii 1.0 and 0.8, distance 1.5 bohr: quadrature 0.60158261, formula 0.60158261 hartree
Gaussian form, set A: radii [1.  0.8] bohr
  Hartree energy of total density 0.38451436 hartree
  minus self energy -4.08915837 hartree
  erfc overlap sum 0.00273002 hartree
  short-ranged remainder -1.10991840 hartree
  total -4.81183239 hartree
  G=0 part of remainder -0.03638553 hartree
  Ewald background -0.08933904 hartree
  overlap from periodic images 3.058e-10 hartree
Gaussian form, set B: radii [1.4 1.2] bohr
  Hartree energy of total density 0.60451463 hartree
  minus self energy -2.89708085 hartree
  erfc overlap sum 0.03910750 hartree
  short-ranged remainder -2.55837367 hartree
  total -4.81183239 hartree
  G=0 part of remainder -0.12670632 hartree
  Ewald background -0.17965983 hartree
  overlap from periodic images 8.985e-06 hartree
Ewald form, eta 1.0 bohr^-2
  electron Hartree energy 3.01750684 hartree
  electron-ion, G not 0 -6.23688533 hartree
  alpha term 0.05295351 hartree
  ion Ewald energy -1.64540741 hartree
  total -4.81183239 hartree
  total -130.93663 eV
direct sum, cells up to index 8: -4.81183471 hartree
direct sum, cells up to index 16: -4.81183301 hartree
direct sum, cells up to index 32: -4.81183255 hartree
direct sum, extrapolated -4.81183239 hartree
dipole cell: cloud 2 centre [3.55 2.7  1.85] bohr, dipole 1.232883 e bohr
  Ewald form -4.67216882, Gaussian form -4.67216882 hartree
  direct sum -4.66595109, surface term 0.00621774 hartree
three electrons: Ewald form -4.58600868 hartree
  Gaussian minus Ewald form, set A: 0.02233476 hartree
  Gaussian minus Ewald form, set B: 0.04491496 hartree
PASS
```
